\section*{Vacuum variance of the electric field smeared with a Gaussian}

\section*{Problem}

The free electromagnetic field is in its vacuum state, in empty space without boundaries. At one instant the electric field is averaged over a region of size $L$ around the point $\mathbf x$:
\begin{equation}
\mathbf E_L(\mathbf x)=\int d^3y\, f(\mathbf y)\,\mathbf E(\mathbf x+\mathbf y),
\qquad
f(\mathbf y)=\frac{1}{(2\pi L^2)^{3/2}}\,e^{-y^2/2L^2}.
\label{eq:smear}
\end{equation}
The weight $f$ integrates to one, and $L$ is its standard deviation along each axis.

\begin{enumerate}
\item[(a)] Show that the Fourier profile of $f$ is $F(k)=e^{-k^2L^2/2}$, that $\langle\mathbf E_L\rangle=0$, and that in units with $\hbar=c=\varepsilon_0=1$
\begin{equation}
\langle \mathbf E_L\cdot\mathbf E_L\rangle=\frac{1}{4\pi^2L^4}.
\label{eq:claim}
\end{equation}
\item[(b)] Find the variance of a single Cartesian component and the correlation between different components.
\item[(c)] Evaluate the root-mean-square field in volts per metre for $L=1\,\mu\mathrm m$. Which wavelengths contribute most?
\item[(d)] At two distinct points the equal-time correlator $\langle\mathbf E(\mathbf x)\cdot\mathbf E(\mathbf x')\rangle$ is negative. Explain how its average over the Gaussian can nevertheless be positive.
\item[(e)] Estimate the relative change of the variance if the field lives in a periodic cube of edge $a\gg L$.
\end{enumerate}

The variance in (a) is that of the full vector, summed over three components. The units are Heaviside--Lorentz units. In Gaussian units the field is larger by $\sqrt{4\pi}$, and the same variance reads $1/(\pi L^4)$.

\section*{Solution}

\subsection*{(a) The variance}

\paragraph{The field as a set of oscillators.}
I keep SI units, so that the result can be evaluated directly. Without charges, in Coulomb gauge, the scalar potential vanishes, $\nabla\cdot\mathbf A=0$ and $\mathbf E=-\dot{\mathbf A}$. The Lagrangian is
\begin{equation}
\mathcal L=\frac{\varepsilon_0}{2}\int d^3x\left[\dot{\mathbf A}^2-c^2(\nabla\times\mathbf A)^2\right].
\end{equation}
Take a periodic cube of edge $a$ and volume $V=a^3$, to be made infinite later. The allowed wavevectors are $\mathbf k=2\pi\mathbf n/a$ with integer $\mathbf n$. From each pair $\pm\mathbf k$ choose one member, and give it two real unit vectors $\mathbf e_{1},\mathbf e_{2}$ perpendicular to $\mathbf k$ and to each other. The functions
\begin{equation}
\sqrt{\tfrac{2}{V}}\;\mathbf e_\lambda\cos(\mathbf k\cdot\mathbf x),\qquad
\sqrt{\tfrac{2}{V}}\;\mathbf e_\lambda\sin(\mathbf k\cdot\mathbf x)
\label{eq:modes}
\end{equation}
are transverse and orthonormal. The factor $2$ compensates the average $1/2$ of $\cos^2$ and $\sin^2$ over the box. Call these functions $\mathbf u_s$ and write
\begin{equation}
\mathbf A(\mathbf x,t)=\frac{1}{\sqrt{\varepsilon_0}}\sum_s q_s(t)\,\mathbf u_s(\mathbf x).
\end{equation}
The uniform field, $\mathbf k=0$, is not an oscillator. It is set to zero, and it would have no weight in the infinite-volume integral below.

Integration by parts leaves no surface term in a periodic box, so
\begin{equation}
\int d^3x\,(\nabla\times\mathbf A)^2=\int d^3x\,\mathbf A\cdot\nabla\times(\nabla\times\mathbf A)
=-\int d^3x\,\mathbf A\cdot\nabla^2\mathbf A ,
\end{equation}
where the last step uses $\nabla\cdot\mathbf A=0$. Since $-\nabla^2\mathbf u_s=k_s^2\mathbf u_s$, orthonormality gives
\begin{equation}
\mathcal L=\frac12\sum_s\left(\dot q_s^2-\omega_s^2q_s^2\right),\qquad \omega_s=ck_s .
\end{equation}
Each mode is an oscillator of unit mass with momentum $p_s=\partial\mathcal L/\partial\dot q_s=\dot q_s$. Hence
\begin{equation}
\mathbf E(\mathbf x)=-\frac{1}{\sqrt{\varepsilon_0}}\sum_s p_s\,\mathbf u_s(\mathbf x).
\label{eq:Emodes}
\end{equation}

\paragraph{Vacuum averages.}
Quantization imposes $[q_s,p_r]=i\hbar\delta_{sr}$. With ladder operators obeying $[b_s,b_r^\dagger]=\delta_{sr}$,
\begin{equation}
p_s=-i\sqrt{\frac{\hbar\omega_s}{2}}\,\bigl(b_s-b_s^\dagger\bigr),\qquad b_s|0\rangle=0 .
\end{equation}
A single ladder operator has no vacuum average, so $\langle p_s\rangle=0$. In the square,
\begin{equation}
\langle p_s^2\rangle=-\frac{\hbar\omega_s}{2}\langle(b_s-b_s^\dagger)^2\rangle
=\frac{\hbar\omega_s}{2}\langle b_sb_s^\dagger\rangle=\frac{\hbar\omega_s}{2},
\end{equation}
because $b_s^2$, $b_s^{\dagger2}$ and $b_s^\dagger b_s$ average to zero. The vacuum is a product of the ground states of the separate oscillators, so for $s\ne r$ the average $\langle p_sp_r\rangle=\langle p_s\rangle\langle p_r\rangle$ vanishes. Together,
\begin{equation}
\langle p_s\rangle=0,\qquad \langle p_sp_r\rangle=\delta_{sr}\,\frac{\hbar\omega_s}{2}.
\label{eq:pp}
\end{equation}
The first relation gives $\langle\mathbf E_L\rangle=0$. The variance of the vector is therefore $\langle\mathbf E_L\cdot\mathbf E_L\rangle$.

\paragraph{Effect of the smearing.}
The Gaussian factorizes into three one-dimensional ones. Along each axis, completing the square gives
\begin{equation}
-\frac{y^2}{2L^2}+iky=-\frac{(y-ikL^2)^2}{2L^2}-\frac{k^2L^2}{2}.
\end{equation}
The integration line may be shifted by $ikL^2$, since the integrand is analytic and decays at both ends. The remaining Gaussian integrates to one. The product over the axes is
\begin{equation}
F(k)=\int d^3y\,f(\mathbf y)\,e^{i\mathbf k\cdot\mathbf y}=e^{-k^2L^2/2}.
\end{equation}
For a cosine mode,
\begin{equation}
\int d^3y\,f(\mathbf y)\cos\bigl(\mathbf k\cdot(\mathbf x+\mathbf y)\bigr)
=\cos(\mathbf k\cdot\mathbf x)\,F(k),
\end{equation}
because the other term of the addition theorem contains $\int f\sin(\mathbf k\cdot\mathbf y)\,d^3y$, which vanishes for even $f$. The same holds for the sine modes. Smearing thus multiplies each $\mathbf u_s$ in \eqref{eq:Emodes} by $F(k_s)$.

\paragraph{The mode sum.}
With \eqref{eq:pp} the double sum over modes collapses:
\begin{equation}
\langle\mathbf E_L\cdot\mathbf E_L\rangle=\frac1{\varepsilon_0}\sum_s\frac{\hbar\omega_s}{2}\,F(k_s)^2\,|\mathbf u_s(\mathbf x)|^2 .
\end{equation}
The profile enters squared, as $F^2=e^{-k^2L^2}$. For one polarization, the cosine and sine modes of a pair $\pm\mathbf k$ together contribute $|\mathbf u|^2=(2/V)(\cos^2+\sin^2)=2/V$. The dependence on $\mathbf x$ has dropped out, as it must in a uniform vacuum. Shared between the two wavevectors of the pair, this is $1/V$ for each, so the sum can run over all $\mathbf k\neq0$:
\begin{equation}
\langle\mathbf E_L\cdot\mathbf E_L\rangle=\sum_{\mathbf k\ne0}\sum_{\lambda=1}^{2}\frac{\hbar ck}{2\varepsilon_0V}\,e^{-k^2L^2}.
\label{eq:sum}
\end{equation}

\paragraph{Infinite volume.}
Each wavevector occupies a cell $(2\pi)^3/V$, so $\sum_{\mathbf k}\to V\int d^3k/(2\pi)^3$. The two polarizations give a factor $2$ and the angles a factor $4\pi$:
\begin{equation}
\langle\mathbf E_L\cdot\mathbf E_L\rangle
=2\cdot\frac{\hbar c}{2\varepsilon_0}\cdot\frac{4\pi}{8\pi^3}\int_0^\infty k^3e^{-k^2L^2}dk
=\frac{\hbar c}{2\pi^2\varepsilon_0}\int_0^\infty k^3e^{-k^2L^2}dk .
\label{eq:radial}
\end{equation}
Two of the three powers of $k$ come from the volume element and one from the zero-point energy. Put $s=k^2L^2$. Then $k\,dk=ds/(2L^2)$ and $k^2=s/L^2$, so
\begin{equation}
\int_0^\infty k^3e^{-k^2L^2}dk=\frac1{2L^4}\int_0^\infty s\,e^{-s}ds=\frac{1}{2L^4}.
\end{equation}
The result is
\begin{equation}
\boxed{\;\langle\mathbf E_L\cdot\mathbf E_L\rangle=\frac{\hbar c}{4\pi^2\varepsilon_0L^4}\;}
\label{eq:SI}
\end{equation}
which becomes \eqref{eq:claim} for $\hbar=c=\varepsilon_0=1$.

The variance diverges as $L\to0$: the field at a mathematical point has no finite variance. The order of operations matters for the same reason. Here the field is averaged first and squared afterwards. Squaring the field at each point and then averaging would give a divergent result for any $L$.

\subsection*{(b) Components}

For $\langle E_{L,i}E_{L,j}\rangle$ the steps are the same, except that the polarization sum, which was $2$, is replaced by $\sum_\lambda e_{\lambda,i}e_{\lambda,j}$. The vectors $\mathbf e_1,\mathbf e_2,\hat{\mathbf k}$ form an orthonormal basis, and completeness of that basis gives
\begin{equation}
\sum_{\lambda=1}^2e_{\lambda,i}e_{\lambda,j}=\delta_{ij}-\hat k_i\hat k_j .
\end{equation}
Everything else in the integrand depends on $k$ alone, so the directions can be averaged separately. The average of $\hat k_i\hat k_j$ is zero for $i\neq j$, by reflection of one axis. For $i=j$ the three averages are equal and add up to one, so each is $1/3$. The polarization sum averages to $\tfrac23\delta_{ij}$, one third of the earlier factor $2$ for each component:
\begin{equation}
\langle E_{L,i}E_{L,j}\rangle=\delta_{ij}\,\frac{\hbar c}{12\pi^2\varepsilon_0L^4}.
\end{equation}
Different components are uncorrelated, and each carries a third of the variance.

\subsection*{(c) One micrometre}

The constants combine to $\hbar c/\varepsilon_0=3.5707\times10^{-15}\ \mathrm{V^2\,m^2}$, and $1/(4\pi^2)=0.025330$. With $L^4=10^{-24}\ \mathrm{m^4}$,
\begin{equation}
\langle\mathbf E_L\cdot\mathbf E_L\rangle
=\frac{0.025330\times3.5707\times10^{-15}}{10^{-24}}\ \mathrm{V^2/m^2}
=9.045\times10^{7}\ \mathrm{V^2/m^2}.
\end{equation}
The square root is the requested field strength:
\begin{equation}
E_{\rm rms}=9510\ \mathrm{V/m}=9.51\ \mathrm{kV/m}.
\end{equation}
One component has variance $3.015\times10^7\ \mathrm{V^2/m^2}$ and rms value $5491\ \mathrm{V/m}$. These numbers describe the spread of $\mathbf E_L$ over many repetitions of an ideal instantaneous measurement, each on a fresh vacuum. The mean is zero.

The rms field scales as $L^{-2}$. For $L=0.1\,\mu\mathrm m$ it is $9.51\times10^5\ \mathrm{V/m}$, and for $L=10\,\mu\mathrm m$ it is $95.1\ \mathrm{V/m}$.

To find the dominant wavelengths, differentiate the integrand of \eqref{eq:radial}, which is the contribution per unit $k$:
\begin{equation}
\frac{d}{dk}\left(k^3e^{-k^2L^2}\right)=k^2\left(3-2k^2L^2\right)e^{-k^2L^2}=0
\quad\Rightarrow\quad kL=\sqrt{3/2}=1.2247 .
\end{equation}
The wavelength at this maximum is $2\pi L/1.2247=5.13\,\mu\mathrm m$. The position of the peak depends on the variable used. Per unit wavelength, $|dk|\propto k^2\,d\lambda$ turns the weight into $k^5e^{-k^2L^2}$, whose maximum lies at $kL=\sqrt{5/2}$, a wavelength of about $4.0\,\mu\mathrm m$. Either way the variance comes from wavelengths of a few $L$. Much shorter waves average out inside the Gaussian. Much longer ones are few and have little zero-point energy.

This also shows when the vacuum result applies to a real cavity or laboratory. Walls must be many $L$ away, and the modes with $k\sim1/L$ must be unexcited. At temperature $T$ a mode with mean photon number $\bar n$ has $\langle p^2\rangle=\hbar\omega(\bar n+\tfrac12)$, so the condition is $k_BT\ll\hbar c/L$. At $300$ K the ratio $k_BTL/\hbar c$ is $0.13$ for $L=1\,\mu\mathrm m$. Inserting the factor $1+2\bar n$ in \eqref{eq:radial} then raises the variance by $0.6\%$, and the rms field from $9510$ to about $9540\ \mathrm{V/m}$. For $L=10\,\mu\mathrm m$ the ratio is $1.3$ and the condition fails: thermal radiation adds about $1.5$ times the vacuum variance, and the rms field is about $150\ \mathrm{V/m}$. The vacuum value $95.1\ \mathrm{V/m}$ then requires cooling, for example to $4$ K.

\subsection*{(d) A positive average of a negative correlator}

Set $\hbar=c=\varepsilon_0=1$. The product of modes at two points a distance $r$ apart contains $\cos\mathbf k\cdot\mathbf x\cos\mathbf k\cdot\mathbf x'+\sin\mathbf k\cdot\mathbf x\sin\mathbf k\cdot\mathbf x'=\cos\mathbf k\cdot(\mathbf x-\mathbf x')$. Without smearing, the resulting integral over $k$ does not converge. It is regularized by a small imaginary time difference: $\langle p_s(t)p_s(0)\rangle=\tfrac12\omega_se^{-i\omega_st}$ at $t=-i\varepsilon$ supplies a factor $e^{-k\varepsilon}$. The angular average of the cosine is $\sin(kr)/(kr)$, so
\begin{align}
W_\varepsilon(r)&=\int\frac{d^3k}{(2\pi)^3}\,k\,e^{-k\varepsilon}\cos(\mathbf k\cdot\mathbf r)
=\frac{1}{2\pi^2r}\int_0^\infty k^2\sin(kr)\,e^{-k\varepsilon}dk \nonumber\\
&=\frac{1}{2\pi^2r}\,\mathrm{Im}\,\frac{2}{(\varepsilon-ir)^3}
=\frac{1}{\pi^2r}\,\frac{\mathrm{Im}\,(\varepsilon+ir)^3}{(r^2+\varepsilon^2)^3}
=\frac{3\varepsilon^2-r^2}{\pi^2(r^2+\varepsilon^2)^3}.
\label{eq:W}
\end{align}
At fixed $r>0$ this tends to $-1/(\pi^2r^4)$, the negative correlator of the question. For $r<\sqrt3\,\varepsilon$, however, $W_\varepsilon$ is positive, and at $r=0$ it equals $3/(\pi^2\varepsilon^4)$. The core shrinks and grows in height as $\varepsilon\to0$, and it cannot be dropped.

The variance is the average of $W_\varepsilon$ over two points drawn independently from $f$. Their separation is Gaussian with variance $2L^2$ per axis, so its density is $g(r)=(4\pi L^2)^{-3/2}e^{-r^2/4L^2}$, with Fourier profile $F^2=e^{-k^2L^2}$. Therefore
\begin{equation}
\int d^3r\,g(r)\,W_\varepsilon(r)=\frac{1}{2\pi^2}\int_0^\infty k^3e^{-k^2L^2-k\varepsilon}dk
\;\xrightarrow[\varepsilon\to0]{}\;\frac1{4\pi^2L^4}.
\end{equation}
The limit is taken after the integration over $r$.

The sign can also be seen in position space. The Fourier transform of $W_\varepsilon$ is $k\,e^{-k\varepsilon}$, which vanishes at $k=0$, so $\int d^3r\,W_\varepsilon=0$: core and tail cancel when weighted equally. With $r_0=\sqrt3\,\varepsilon$ one may then subtract a constant from the weight:
\begin{equation}
\int d^3r\,g(r)\,W_\varepsilon(r)=\int d^3r\,\bigl[g(r)-g(r_0)\bigr]W_\varepsilon(r)>0 .
\end{equation}
Since $g$ decreases with $r$, both factors are positive for $r<r_0$ and both are negative for $r>r_0$. The Gaussian favours the core over the tail, and the average is positive.

A numerical integration of \eqref{eq:W} against $g$ at $\varepsilon/L=0.01$ and $0.02$, extrapolated linearly to $\varepsilon=0$, gives $L^4\langle\mathbf E_L\cdot\mathbf E_L\rangle=0.025325$, against $0.025330$ from the formula. The relative difference, about $2\times10^{-4}$, is of the order $(\varepsilon/L)^2$ that a linear extrapolation leaves behind.

\subsection*{(e) A finite box}

Let $C(\mathbf r)$ be the correlator of two smeared fields a distance $\mathbf r$ apart in infinite space, with Fourier transform $k\,e^{-k^2L^2}$. The periodic function $\sum_{\mathbf m}C(\mathbf r+a\mathbf m)$, with integer vectors $\mathbf m$, has Fourier coefficients $k\,e^{-k^2L^2}/V$ at the allowed wavevectors. At $\mathbf r=0$ it is therefore the mode sum \eqref{eq:sum}:
\begin{equation}
\langle\mathbf E_L\cdot\mathbf E_L\rangle_{\rm box}=C(0)+\sum_{\mathbf m\neq0}C(a\mathbf m).
\end{equation}
The first term is the infinite-space variance $1/(4\pi^2L^4)$. The others come from periodic images at distances much larger than $L$. There the smearing hardly alters the tail, and $C(\mathbf r)\approx-1/(\pi^2r^4)$. Division by $C(0)$ gives the leading relative shift
\begin{equation}
\delta\approx-4\left(\frac La\right)^4\sum_{\mathbf m\ne0}\frac1{|\mathbf m|^4}
=-4\times16.532\left(\frac La\right)^4 .
\end{equation}
For $L=1\,\mu\mathrm m$ and $a=24\,\mu\mathrm m$ this is $-1.993\times10^{-4}$. Direct summation of \eqref{eq:sum} with explicit polarization vectors gives $9.0428\times10^7\ \mathrm{V^2/m^2}$, a shift of $-2.015\times10^{-4}$ relative to \eqref{eq:SI}.

The two shifts differ by about one per cent, which the next term accounts for. Averaging a slowly varying function over a Gaussian of variance $2L^2$ per axis adds $L^2\nabla^2$ of that function, and $\nabla^2r^{-4}=12\,r^{-6}$. Each image term is thus enhanced by the relative amount $12L^2/r^2$. This is $2\%$ for the nearest images, at $r=24L$, and less for those farther away. Summed over all images, the shift is enhanced by the relative amount $12(L/a)^2\sum|\mathbf m|^{-6}/\sum|\mathbf m|^{-4}$. The shells give $\sum|\mathbf m|^{-6}=6+12/8+8/27+\dots\approx8.4$, so the enhancement is $(12/576)(8.4/16.532)\approx1.1\%$, which matches the ratio $2.015/1.993$. The box therefore lowers the variance slightly, by an amount that vanishes as $a^{-4}$, and the infinite-volume step in (a) is justified.

\section*{Numbers as computed}
\begin{verbatim}
hbar = 1.054572e-34 J s
c = 2.997925e+08 m/s
eps0 = 8.854188e-12 F/m
hbar c / eps0 = 3.57066e-15 V^2 m^2
smearing length L = 1.0e-06 m
coefficient 1/(4 pi^2) = 0.025330 (no unit)
radial integral of x^3 exp(-x^2) = 0.500000 (no unit)
variance, full vector = 9.0446e+07 V^2/m^2
variance, one component = 3.0149e+07 V^2/m^2
rms field, full vector = 9510.3 V/m
rms field, full vector = 9.51 kV/m
rms field, one component = 5490.8 V/m
electric energy density = 4.0041e-04 J/m^3
peak of integrand at k L = 1.2247 (no unit)
wavelength at peak = 5.130 micrometre
rms for L = 0.1 micrometre: 9.5103e+05 V/m
rms for L = 10 micrometre: 95.10 V/m
oscillator test: omega = 1.70 (hbar = 1)
oscillator test: <p^2> on grid = 0.85000 (hbar = 1)
oscillator test: omega/2 = 0.85000 (hbar = 1)
box edge a = 24.0 micrometre
box mode sum, full vector = 9.0428e+07 V^2/m^2
box mode sum, x component = 3.0143e+07 V^2/m^2
image sum of |m|^-4 = 16.532 (no unit)
relative box shift, mode sum = -2.015e-04 (no unit)
relative box shift, leading = -1.993e-04 (no unit)
time splitting eps/L = 0.010 and 0.020 (no unit)
position-space L^4 variance = 0.025325 (no unit)
\end{verbatim}
